Why the Schottky product ignores Fermi level and atomic chemical potentials

**1. The situation**

Heat a rock-salt crystal MX in the vapour of its metal, and then a second piece in the gas of its halogen. The chemical potential of M differs between the two by several electronvolts, and the Fermi level moves by a similar amount. The formation energy of each charged vacancy contains the Fermi level and the chemical potential of the atom removed. Yet the concentration of V_M⁻ multiplied by that of V_X⁺ is the same in both crystals, at the same temperature and pressure. Adding enough of a divalent dopant changes each concentration strongly and still leaves the product alone, as long as the defects are dilute enough not to interact.

The explanation comes from separating the formation energy into its parts and following each part into the product. The electronic part cancels through charge balance. The atomic part does not vanish, but equilibrium with the crystal itself fixes its sum.

**2. Conventions and the parts of one formation energy**

Let the crystal be MₘXₙ, with vacancies V_M of charge −p and V_X of charge +q, in units of the elementary charge e. "Fully charged" means that p and q are the ionic charges, so neutrality of the perfect formula unit requires

mp = nq.

Let x_M and x_X be the fractions of cation and anion sites that hold these charged vacancies. The Fermi level E_F is measured from the valence band edge. Three free energies are needed:

- G_M: the cost of removing an M atom to the energy zero and leaving a vacancy of charge −p, with electrons counted at the valence band edge;
- G_X: the same for X, leaving charge +q;
- g: the free energy of one perfect formula unit.

G_M and G_X include vibrations and internal degeneracy, but not the entropy of choosing which site is empty.

To make V_M, a neutral atom goes to a reservoir, which adds μ_M. The vacancy carries p extra electrons, taken from a reservoir at E_F, which adds −pE_F. To make V_X, an atom adds μ_X and q electrons are given up, which adds +qE_F. The formation free energies are

F_M = G_M + μ_M − pE_F,
F_X = G_X + μ_X + qE_F.

Each is a removal part, an atomic part and an electronic part, in that order. For independent sites, the ratio of the probability of a vacancy to that of an occupied site is exp(−F/kT). If f_M and f_X are the fractions of sites occupied by M and X atoms, then

x_M = f_M exp(−F_M/kT), x_X = f_X exp(−F_X/kT).

In the dilute limit f_M and f_X tend to one. Now raise the first relation to the power m, the second to the power n, and multiply:

x_M^m x_X^n = f_M^m f_X^n exp[−(mF_M + nF_X)/kT],

mF_M + nF_X = (mG_M + nG_X) + (mμ_M + nμ_X) + (nq − mp)E_F.

The three brackets are the three contributions to be weighed.

**3. The electronic contribution**

The coefficient of E_F is nq − mp, which is zero. The electrons taken up by m cation vacancies are the ones released by n anion vacancies. The complete set exchanges no net electron with the reservoir, so the reservoir's price per electron does not matter.

The same balance removes a local electrostatic potential φ, for example in a space-charge layer near a surface. It adds −peφ to each cation vacancy and +qeφ to each anion vacancy, and the sum over the set is

(nq − mp)eφ = 0.

As long as the vacancies stay dilute, the two concentrations then vary through the layer while the product x_M^m x_X^n does not. This requires φ to vary little over the size of a defect, so that the field does not alter G_M or G_X.

The cancellation needs the right charge states. In MX with p = q = 1, let V_X⁺ capture an electron at a charge level ε_X above the valence band edge. With a degeneracy factor γ for the neutral state relative to the charged one,

x(V_X⁰) = γ x_X exp[(E_F − ε_X)/kT].

Multiplying by x_M gives

x_M x(V_X⁰) = γ x_M x_X exp[(E_F − ε_X)/kT].

This pair has taken one net electron from the reservoir, and its product grows as exp(E_F/kT).

**4. The atomic contribution**

Charge balance says nothing about mμ_M + nμ_X. That term is fixed by a separate process: the m atoms of M and n atoms of X just removed can be put back as one new formula unit at a surface, a grain boundary or a dislocation. If this exchange is in equilibrium, its free-energy change is zero, which in the dilute limit gives

mμ_M + nμ_X = g.

A metal-rich atmosphere raises μ_M and lowers μ_X so that the sum stays put. The individual potentials are free to move along this line; the product of vacancies sees their fixed combination.

Inserting both results leaves the removal part and the price of the perfect crystal:

x_M^m x_X^n = K_S = exp(−G_S/kT),
G_S = mG_M + nG_X + g.

G_S is the cost of taking out one formula unit atom by atom, leaving charged vacancies, and rebuilding it as crystal. No external reservoir remains in this cycle. K_S does depend on temperature and pressure, because G_S does.

**5. The site-occupation contribution**

What happened to f_M and f_X? Let the crystal grow by one formula unit of MX while its defect numbers stay fixed. With L sites of each kind, N_M of them holding M, the number of arrangements on the cation sites contains L!/N_M!. Growth multiplies it by

(L + 1)/(N_M + 1) ≈ L/N_M = 1/f_M.

The anion sites give 1/f_X likewise. The free energy contains −kT times the logarithm of the number of arrangements, so

μ_M + μ_X = g + kT ln f_M + kT ln f_X.

Put this into the product for MX:

x_M x_X = f_M f_X exp[−(G_M + G_X + g)/kT] exp(−ln f_M − ln f_X)
= f_M f_X K_S/(f_M f_X)
= K_S.

Site blocking lowers the number of places for a vacancy, but it also lowers μ_M + μ_X, and the two effects cancel. In a uniform crystal, diluteness is therefore needed for the absence of interactions, rather than for the counting of sites. In a space-charge layer the occupations differ from those in the bulk, which sets the chemical potentials, so there the counting requires diluteness too.

**6. The same law without reservoirs**

A closed crystal gives a derivation in which neither E_F nor any μ appears. Fix the numbers of M atoms, X atoms and donors, N_M, N_X and N_D, and the total charge, zero. Let the number of cells L vary. There are a vacancies V_M⁻, b vacancies V_X⁺, a₀ and b₀ neutral ones, n_e electrons and n_h holes. Donors sit on cation sites and carry charge +1 relative to M. Then

L = N_M + N_D + a + a₀ = N_X + b + b₀,
n_h − n_e = a − b − N_D.

The statistical weight of a set of numbers is

W(L,a,b) = [L!/(N_M! N_D! a! a₀!)] [L!/(N_X! b! b₀!)] B exp[−(aG_M + bG_X + Lg + R)/kT].

B counts the carriers in the bands, and R collects the energies of neutral vacancies, donors and carriers. The band states are taken as one conduction state per M atom and one valence state per X atom, so B does not depend on L when the atom numbers are fixed.

Compare this state with the one in which a, b and L are each smaller by one. The difference a − b is unchanged, so the carriers stay as they were: this is charge balance at work. The atoms are all still present, in a crystal with one cell fewer: this is the exchange of a formula unit. The factorials give L/a from the cation sites and L/b from the anion sites, so

W(L,a,b) = (L²/ab) K_S W(L−1,a−1,b−1).

Multiply by ab/L² and sum over all states. On the left, states with a = 0 or b = 0 contribute nothing. On the right, every allowed state appears once. With Z the sum of all weights,

Z⟨ab/L²⟩ = K_S Z, so ⟨ab/L²⟩ = K_S.

Within this model the result holds at any crystal size. It concerns the average of the product, which differs slightly from the product of the averages because a and b fluctuate together.

For MX₂, with V_M²⁻ and V_X⁺, remove one cell, one cation vacancy and two anion vacancies. The combination 2a − b is unchanged, and the factorials give

⟨ab(b − 1)/[L·2L(2L − 1)]⟩ = K_S.

The factor b(b − 1) counts ordered pairs of distinct vacancies; for large numbers this becomes x_M x_X².

**7. Weighing the contributions in a small crystal**

Explicit summation over all states tests these statements. Take energies in units of kT: G_M = 16.0, G_X = 13.2 and g = −20.0. Then

G_S = 16.0 + 13.2 − 20.0 = 9.2, K_S = 1.0104 × 10⁻⁴.

The band gap is 11.0, and the V_M and V_X charge levels lie at 4.3 and 6.7. The crystals hold about 1500 atoms of each kind. E_F and the chemical potentials are obtained afterwards, as finite differences of the free energy when an electron or atom is added or removed; the macroscopic charging energy is left out.

With 1500 M and 1460 X atoms, E_F = 6.640 and μ_M = −4.245. With the two numbers exchanged, E_F = 4.360 and μ_M = −7.608. The mean numbers of V_M⁻ and V_X⁺ change from 8.81 and 25.60 to 25.60 and 8.81. The average charged product is 1.010394 × 10⁻⁴ in both, equal to K_S to the digits printed. The same value results for a stoichiometric crystal and for one with 15 donors.

In these four crystals μ_M + μ_X lies between −20.034 and −20.054. It stays close to g while μ_M moves by 3.4. The small offset comes mainly from the logarithms of the occupations in section 5, with a smaller part from the band states that come with each added atom.

Two failures confirm the separate causes. First, the product of V_M⁻ with neutral V_X rises between the X-rich and X-poor crystals by a factor whose logarithm is 2.280, equal to the shift of E_F. The agreement to these digits comes from the two crystals being mirror images; between the stoichiometric and X-poor crystals the logarithm is 1.152 against a shift of 1.140, a finite-size difference. Charge balance is missing there.

Second, hold the cell number at 1500 with 1440 atoms of each kind, so that no formula unit can be exchanged. The charges still balance, but the charged product is 9.40 times K_S. From section 2 the expected factor is

f_M f_X exp[−(μ_M + μ_X − g)/kT], f_M = f_X = 1440/1500,

which gives 9.63 with the computed potentials. The two differ by 2.4 percent of the first value. About two thirds of this is a finite-size effect, which halves each time the crystal is doubled. The remaining 0.8 percent persists at any size: in this model each added atom also brings a band state, which lowers the computed potentials slightly and is not included in the section 2 relations. Electroneutrality alone does not produce the Schottky law.

For MX₂ with 1000 M atoms, no neutral vacancies, G_M = 15.7, G_X = 13.0 and g = −30.0, so that G_S = 11.7, changing the number of holes minus electrons from −20 to +20 leaves the distinct-vacancy product at 8.29382 × 10⁻⁶, equal to its exp(−G_S/kT).

**8. What doping can and cannot change**

In MX with singly charged vacancies, let D be the fraction of cation sites holding ionized divalent dopants. If carriers are negligible, neutrality reads

x_M = x_X + D.

Replace x_X by K_S/x_M and multiply by x_M:

x_M² − Dx_M − K_S = 0.

The positive root is

x_M = D/2 + √(D²/4 + K_S).

For D much smaller than √K_S, both fractions approach √K_S. For D much larger, x_M approaches D and x_X approaches K_S/D. Doping moves the two populations in opposite directions along a fixed hyperbola.

The root has a further feature: it contains only D and K_S. At fixed D, therefore, even the individual charged fractions do not respond to the atmosphere. The undoped crystal shows how this comes about. There x_M = x_X = √K_S. In the dilute limit, equality of the fractions means F_M = F_X:

G_M + μ_M − E_F = G_X + μ_X + E_F,
E_F = (G_M − G_X + μ_M − μ_X)/2.

The Fermi level moves so as to compensate the atomic term in each formation energy. This second invariance rests on a neutrality condition that contains only the two charged vacancies and a fixed number of ionized dopants. It is lost when electrons or holes are numerous enough to enter the balance, whereas the invariance of the product remains.

**9. An example in the regime of sodium chloride**

The following are rough model values in the regime of NaCl at 700 K, where kT = 0.06032 eV. Atomic potentials are now measured from the elements. This adds the elemental potentials to G_M and G_X and subtracts them from g, so G_S is unchanged and g becomes the formation free energy. Take G_M = 6.8 eV, G_X = −1.3 eV and g = −3.6 eV:

G_S = 6.8 − 1.3 − 3.6 = 1.9 eV,
K_S = exp(−1.9/0.06032) = 2.09 × 10⁻¹⁴,
√K_S = 1.45 × 10⁻⁷.

At the metal-rich limit μ_M = 0 and μ_X = −3.6 eV. At the halogen-rich limit the values are exchanged. Beyond the first limit the metal would separate out. The second is set by the halogen gas at its reference pressure; for a gas of X₂ molecules, a tenfold higher pressure moves it by only (kT/2) ln 10 = 0.07 eV. For the undoped crystal the formula for E_F gives

metal-rich: E_F = (8.1 + 3.6)/2 = 5.85 eV,
halogen-rich: E_F = (8.1 − 3.6)/2 = 2.25 eV.

The formation energies, written as removal + atomic + electronic part, are

metal-rich: F_M = 6.8 + 0 − 5.85 = 0.95 eV,
F_X = −1.3 − 3.6 + 5.85 = 0.95 eV;

halogen-rich: F_M = 6.8 − 3.6 − 2.25 = 0.95 eV,
F_X = −1.3 + 0 + 2.25 = 0.95 eV.

The reservoir terms change by 3.6 eV, about 60 kT, and the total does not change.

Now add D = 2.0 × 10⁻⁶ at the metal-rich limit. The quadratic gives

x_M = 1.0 × 10⁻⁶ + √(1.0 × 10⁻¹² + 2.09 × 10⁻¹⁴) = 2.01 × 10⁻⁶,
x_X = K_S/x_M = 1.04 × 10⁻⁸.

The cation vacancies rise 14-fold, the anion vacancies fall 14-fold, and E_F rises by kT ln 13.9 = 0.16 eV.

The product of total vacancy fractions behaves differently. With ε_X = 5.8 eV and γ = 2 for the spin of the trapped electron, the metal-rich undoped crystal has

x(V_X⁰)/x_X = 2 exp[(5.85 − 5.80)/0.06032] = 4.6.

These neutral anion vacancies, the F centres, raise the total product to 5.6K_S. With the dopant it is about 65K_S. The neutral fraction itself, about 6.6 × 10⁻⁷, is the same in both crystals in the dilute limit, since μ_X is the same and a neutral vacancy exchanges no electron with the reservoir; it is x_X beneath it that has fallen. At the halogen-rich limit neutral vacancies are negligible in this model, which places the V_M charge level 1.0 eV above the valence band edge, and the total and charged products agree to the digits printed.

**10. The neglected contributions**

Charged defects attract an opposite cloud, which lowers their free energy. Define ℓ = e²/(4πεkT), where ε is the permittivity of the crystal. With a rough relative permittivity of 7, ℓ = 3.41 nm. For a total number density c of singly charged defects, the linear screening length λ follows from λ⁻² = 4πℓc. The cloud around a unit charge has density −exp(−r/λ)/(4πλ²r), so the energy of the charge in its cloud is

−ℓkT ∫₀^∞ 4πr² (1/r) exp(−r/λ)/(4πλ²r) dr = −ℓkT/λ.

Building up the charge gradually gives half of this, −ℓkT/(2λ), because the cloud grows in proportion to the charge. Two vacancies lower G_S by ℓkT/λ, and

x_M x_X = K_S exp(ℓ/λ).

For the undoped crystal λ = 61 nm and the product rises by 6 percent; for the doped one λ = 16 nm and it rises by 23 percent, both relative to K_S. So doping does affect the product, through interactions. This linear estimate uses the ideal concentrations and does not describe close pairs. It also counts the dopants in c as mobile, unpaired point charges; removing the paired ones estimated below gives 22 percent, and leaving the dopants out of c gives 16 percent.

For close pairs, take the Coulomb energy at the lattice distance, a crude estimate because the crystal is not a continuum there. With a lattice constant of 0.57 nm, neighbouring vacancies are 0.285 nm apart and have six relative positions:

x_pair/x_M = 6x_X exp(3.41/0.285) = 0.14.

Since x_pair is proportional to x_M x_X, the pair population is itself independent of E_F and of the separate potentials in the dilute limit. Pairs add to the total vacancy count without altering the ideal law for free ones. Dopant–vacancy pairs, with twelve positions at 0.403 nm, number 0.11 per free dopant when x_M is taken at its value without pairing. They reduce the effective doping, and so shift the individual fractions, by roughly 10 percent. Both pair ratios are very sensitive to the permittivity: a relative value of 6 gives 1.0 and 0.47 in place of 0.14 and 0.11, and a value of 8 gives 0.03 and 0.04. Allowing for the free vacancies that pairing removes, the dopant ratios become 0.35, 0.10 and 0.04 for relative permittivities 6, 7 and 8.

The ideal product depends on G_S alone at a given temperature. An error of 0.1 eV in G_S changes the product by exp(0.1/0.06032) = 5.2, and each undoped fraction by the square root, 2.3. Site blocking would be of order 2 × 10⁻⁶ even without the cancellation of section 5.

For real NaCl, 700 K lies well below the melting point, roughly 1100 K, and the inputs above are meant to be right in size, not in their last digit. Impurities matter even in small amounts: in this model, two parts per million of divalent cations already exceed the intrinsic vacancy fraction of 0.14 parts per million by a factor of 14. That changes x_M and x_X, but not their ideal product. Slow exchange with surfaces and dislocations is more serious for the law. If cooling leaves μ_M + μ_X below g by 0.1 eV, the product exceeds K_S by the same factor of 5.2. The main values are in the numerical output below.

Table of computed values

```
CLOSED CRYSTAL (energies in kT)
G_M 16.0, G_X 13.2, g -20.0, G_S 9.2
gap 11.0, V_M level 4.3, V_X level 6.7
exp(-G_S/kT) = 1.010394e-04
stoichiometric: atoms M 1500, X 1500, donors 0
  E_F 5.500, mu_M -5.917, mu_X -14.117, sum -20.034
  mean numbers V_M^- 15.07, V_X^+ 15.07
  charged product 1.010394e-04, total 1.695e-04
X-poor: atoms M 1500, X 1460, donors 0
  E_F 6.640, mu_M -4.245, mu_X -15.808, sum -20.054
  mean numbers V_M^- 8.81, V_X^+ 25.60
  charged product 1.010394e-04, total 2.136e-04
X-rich: atoms M 1460, X 1500, donors 0
  E_F 4.360, mu_M -7.608, mu_X -12.445, sum -20.054
  mean numbers V_M^- 25.60, V_X^+ 8.81
  charged product 1.010394e-04, total 2.136e-04
donor-doped: atoms M 1470, X 1500, donors 15
  E_F 5.687, mu_M -6.165, mu_X -13.881, sum -20.046
  mean numbers V_M^- 22.81, V_X^+ 9.89
  charged product 1.010394e-04, total 1.705e-04
worst log error of single-vacancy laws 0.023
V_M^- V_X^0, X-poor/X-rich: ln ratio 2.280, E_F shift 2.280
frozen cells: product/K 9.404, from mu sum 9.630
MX2, holes minus electrons -20: product 8.29382e-06, exp(-G_S/kT) 8.29382e-06
MX2, holes minus electrons 20: product 8.29382e-06, exp(-G_S/kT) 8.29382e-06
NaCl-LIKE EXAMPLE (rough parameters)
T 700 K, kT 0.06032 eV, a 0.57 nm, eps_r 7.0
G_M 6.8 eV, G_X -1.3 eV, formation -3.6 eV
gap 8.0 eV, V_M level 1.0 eV, V_X level 5.8 eV
G_S 1.90 eV, K_S 2.0922e-14, sqrt(K_S) 1.4464e-07
sites of each kind 2.160e+22 cm^-3, dopant 2.0e-06
dmu_M/eV dopant E_F/eV x(V_M-) x(V_X+) product total-product
 0.00 0e+00 5.850 1.446e-07 1.446e-07 2.092e-14 1.168e-13
-1.80 0e+00 4.050 1.446e-07 1.446e-07 2.092e-14 2.092e-14
-3.60 0e+00 2.250 1.446e-07 1.446e-07 2.092e-14 2.092e-14
 0.00 2e-06 6.009 2.010e-06 1.041e-08 2.092e-14 1.353e-12
-3.60 2e-06 2.409 2.010e-06 1.041e-08 2.092e-14 2.092e-14
undoped V_M^- density 3.124e+15 cm^-3
Coulomb length e^2/(4 pi eps kT) 3.410 nm
undoped: screening length 61.11 nm, product raised by factor 1.057
doped: screening length 16.39 nm, product raised by factor 1.231
vacancy pairs per free vacancy, undoped 0.136
dopant-vacancy pairs per free dopant 0.114
largest vacancy site fraction (site blocking) 2.01e-06
0.1 eV error in G_S changes product by factor 5.25
```
